# Size of the Nonlocal Transverse Plasma Response of Electrons in Silicon

**Question.** Free electrons lower the refractive index of silicon. The usual plasma formula treats their response as local: the current at a point follows from the field at that point. Thermal electrons move while the field oscillates, so they sample the field over a finite distance. How large is the resulting relative correction for a transverse light wave at 1550 nm and room temperature, and how does it scale with temperature, mass, refractive index and carrier density?

**Answer.** Two speeds set the scale. Take $T=300$ K, so that $kT=25.85$ meV, and the conductivity mass $m=0.258\,m_e$ justified below. The thermal speed along one axis is then $v_{th}=\sqrt{kT/m}=1.33\times10^5$ m/s. With refractive index $n=3.48$, the phase speed of the light is $c/n=8.61\times10^7$ m/s. The ratio is $1.54\times10^{-3}$. If the correction is first order in this ratio, it is a part in a thousand; if second order, a few parts per million. The kinetic equation decides which, and fixes the factor.

### The response of a thermal gas

Let the fields vary as $e^{i(qx_s-\omega t)}$ with $q=n\omega/c$, where $s$ is the propagation direction and $p$ the polarization, perpendicular to $s$. The electrons have charge $-e$, density $N$, a parabolic band and, for now, no collisions. Their equilibrium distribution $f_0$ is Maxwellian, so $\partial f_0/\partial\mathbf p=-\mathbf v f_0/kT$. The linearized Vlasov equation is

$$-i(\omega-qv_s)f_1=e(\mathbf E+\mathbf v\times\mathbf B)\cdot\frac{\partial f_0}{\partial\mathbf p}=-\frac{eEv_p}{kT}f_0 .$$

The magnetic term has dropped out because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. Solving for $f_1$ and forming the current density $j=-eN\langle v_pf_1/f_0\rangle$, where the brackets are an average over $f_0$, gives

$$f_1=-\frac{ieEv_p}{kT(\omega-qv_s)}f_0,\qquad
\sigma_T=\frac{j}{E}=\frac{ie^2N}{kT}\left\langle\frac{v_p^2}{\omega-qv_s}\right\rangle .$$

The susceptibility is $\chi_T=i\sigma_T/(\varepsilon_0\omega)$. For an isotropic mass, $v_p$ and $v_s$ are independent and $\langle v_p^2\rangle=kT/m$. Hence

$$\chi_T=-\frac{\omega_p^2}{\omega^2}R,\qquad R=\left\langle\frac{\omega}{\omega-qv_s}\right\rangle,\qquad \omega_p^2=\frac{Ne^2}{\varepsilon_0m}.$$

The local formula is $R=1$. To go further, expand in $u=qv_s/\omega$:

$$R=1+\langle u\rangle+\langle u^2\rangle+\langle u^3\rangle+\langle u^4\rangle+\dots$$

Odd powers vanish because $f_0$ is even in velocity, which removes the part-per-thousand term. The Gaussian moments are $\langle u^2\rangle=q^2kT/(m\omega^2)$ and $\langle u^4\rangle=3\langle u^2\rangle^2$. Inserting $q=n\omega/c$,

$$R=1+\delta+3\delta^2+\dots,\qquad \boxed{\delta=\frac{n^2kT}{mc^2}} .$$

The series is asymptotic, since the average contains a pole at $v_s=c/n$. That speed lies about 650 thermal speeds out, where the Maxwellian weight is of exponential order $e^{-1/(2\delta)}$, or about $10^{-91600}$. Resonant (Landau) absorption is therefore negligible here.

For silicon, $mc^2=132.0$ keV, and

$$\delta=\frac{(3.48)^2\times25.85\ \text{meV}}{132.0\ \text{keV}}=2.37\times10^{-6},$$

or 2.4 ppm. The frequency has cancelled, apart from the dependence of $n$ on wavelength. This is the thermal term for an isolated parabolic band. In real silicon at 1550 nm, coupling between conduction bands adds a larger $q^2$ term, estimated after the valley results below.

A longitudinal field at the same $q$ and $\omega$ gives a useful contrast. There $p=s$, and the relative correction is $(q^2/\omega^2)\langle v_s^4\rangle/\langle v_s^2\rangle=3\delta$, or 7.1 ppm. For an isotropic mass, a correction taken from longitudinal plasma waves would thus be three times too large for light. With the anisotropic valleys treated below, the ratio depends on direction.

### Where the correction comes from

It is tempting to attribute $\delta$ to the Doppler-shifted frequency that a moving electron sees. With the electric force alone, this would even give the right value: the driven velocity would be $(eA/m)\,\omega/(\omega-qv_s)$, whose average contains the same $R$. The full equation of motion, with the magnetic force included, gives a different account. Take $s=x$, $p=y$ and a vector potential $A(x,t)$ along $y$, so that $E=-\partial_tA$ and $B_z=\partial_xA$. Then

$$m\dot v_y=-e(E-v_xB_z)=e(\partial_tA+v_x\partial_xA)=e\frac{dA}{dt}.$$

The driven velocity is $eA/m$, whatever the value of $v_x$: the Doppler shift and the magnetic force compensate. This part of the current gives $R=1$.

The remainder comes from the magnetic force along $x$, $m\dot v_x=-ev_{y0}B_z=-ieqv_{y0}A$, which acts on electrons with thermal velocity $v_{y0}$. On the moving electron the force oscillates at $\Omega=\omega-qv_x$. The displacement $\xi$ and the fractional density change of that velocity group are therefore

$$\xi=\frac{ieqv_{y0}A}{m\Omega^2},\qquad \frac{N_1}{N}=-iq\xi=\frac{eq^2v_{y0}A}{m\Omega^2}.$$

Groups with opposite $v_{y0}$ bunch in opposite places, so no net charge appears, but their currents add:

$$j=-\frac{Ne^2A}{m}\left[1+\left\langle\frac{q^2v_{y0}^2}{\Omega^2}\right\rangle\right].$$

At leading order the bracket is $1+q^2kT/(m\omega^2)=1+\delta$. The sign is positive because the bunching current is in phase with the directly driven one.

This mechanism was tested by following electrons under the full Lorentz force in a weak wave. The scaled units had $\omega=q=1$ and unit charge, with $kT=0.01$, mass 1 along the propagation and 2 along the polarization. The wave grew at a rate 0.1, which makes the frequency complex. The trajectories gave $R-1=0.009989-0.002084i$, equal to the kinetic average in all printed digits. With the bunching force switched off, $|R-1|$ fell to $3\times10^{-9}$.

### The six valleys of silicon

Silicon's conduction electrons occupy six ellipsoidal valleys, in pairs along the cubic axes. Rough masses are $m_l=0.92\,m_e$ along the valley axis and $m_t=0.19\,m_e$ across it. Each valley has an inverse-mass tensor $W$, with $\mathbf v=W\mathbf p$ and $\langle v_iv_j\rangle=kT\,W_{ij}$. The general expression for $\sigma_T$ still holds in each valley, but $v_p$ and $v_s$ may now be correlated. The Gaussian moment needed is

$$\langle v_p^2v_s^2\rangle=(kT)^2\left(W_{pp}W_{ss}+2W_{sp}^2\right).$$

Summing over equally filled valleys and dividing by the local term $kT\sum W_{pp}$,

$$\delta=\frac{n^2kT}{c^2}\,\frac{\sum(W_{ss}W_{pp}+2W_{sp}^2)}{\sum W_{pp}} .$$

Write $w_l=1/m_l$ and $w_t=1/m_t$. One valley from each pair suffices, and the denominator is $w_l+2w_t$ for every polarization. The local response is therefore isotropic, with conductivity mass $m=3/(w_l+2w_t)=0.258\,m_e$, the value used above.

The numerator does depend on direction. For propagation along [100] and polarization along [010], all $W_{sp}$ vanish and it is $2w_lw_t+w_t^2$. For propagation along [110] and polarization along $[1\bar10]$, the two in-plane valleys have $W_{ss}=W_{pp}=(w_l+w_t)/2$ and $W_{sp}=\pm(w_l-w_t)/2$. The numerator becomes

$$2\left[\frac{(w_l+w_t)^2}{4}+\frac{(w_l-w_t)^2}{2}\right]+w_t^2
=2w_lw_t+w_t^2+\tfrac32(w_l-w_t)^2 .$$

The opposite signs of $W_{sp}$ cancel the longitudinal current between the two valleys, so the wave stays transverse. The results are 2.07 ppm for the [100] case and 3.45 ppm for the [110] case. Turning the [110] wave's polarization to [001] brings the value back to 2.07 ppm. The single-mass estimate of 2.4 ppm lies between these values; within the parabolic model, the anisotropy changes the factor but not the order of magnitude.

These values are not the whole $q^2$ correction for silicon's carriers. At a valley minimum the next conduction band lies only $\Delta\approx0.5$ eV higher. It is coupled to the lowest band by a term $-\hbar^2k_xk_y/M$, with $x,y$ across the valley axis and roughly $1/M\approx1/m_t-1/m_e$. A wave along $x$ polarized along $y$ then has an interband velocity matrix element $\hbar q/2M$ even for an electron at rest. For the [100] case this adds $-\hbar^2q^2\Delta/\left[2M^2(\Delta^2-\hbar^2\omega^2)(w_l+2w_t)\right]\approx+15$ ppm at 0.8 eV, a term that does not vanish as $T\to0$. Thermal electrons can reach resonance with the upper band. In this two-band model the average at 300 K is therefore complex and depends on broadening, with a magnitude near 40 ppm for the [100] case and near 10 ppm for the [110] case. These are rough sizes, but they exceed the thermal $\delta$.

### Scaling with temperature and density

These scalings hold for the thermal term of parabolic valleys, not for the interband term. At fixed $n$ and mass, $\delta$ is proportional to $T$: the single-mass value rises to 2.77 ppm at 350 K. While the gas is nondegenerate, $\delta$ at fixed $n$ does not depend on $N$, because the local and nonlocal currents both grow in proportion to it.

For a degenerate gas, $f_0/kT$ is replaced by $-df_0/d\epsilon$, where $\epsilon$ is the electron energy. With an isotropic mass, the angular averages of $v_p^2v_s^2$ and $v_p^2$ are $v^4/15$ and $v^2/3$. Using $v^2=2\epsilon/m$, a density of states proportional to $\epsilon^{1/2}$, and integration by parts,

$$\frac{\omega^2}{q^2}\delta=\frac{2}{5m}\,\frac{\int\epsilon^{5/2}(-f_0')\,d\epsilon}{\int\epsilon^{3/2}(-f_0')\,d\epsilon}
=\frac{2}{5m}\,\frac{\frac52\int\epsilon^{3/2}f_0\,d\epsilon}{\frac32\int\epsilon^{1/2}f_0\,d\epsilon}=\frac{2\langle\epsilon\rangle}{3m}.$$

Thus $kT$ is replaced by $\frac23\langle\epsilon\rangle$. Rescaling the momenta carries the same factor, $2\langle\epsilon\rangle/(3kT)$, over to ellipsoidal valleys. It is 1.006 at $10^{18}$ cm$^{-3}$ and 1.61 at $10^{20}$ cm$^{-3}$, where the single-mass $\delta$ becomes 3.8 ppm if $n$ is held at 3.48. In the cold limit $\langle\epsilon\rangle=\frac35E_F$, so $\delta=\frac25n^2E_F/(mc^2)$, which at fixed $n$ grows as $N^{2/3}$.

### What it means for a silicon modulator

Take an electron density $N=10^{18}$ cm$^{-3}$, a rough typical value for a modulator. Then $\omega_p^2/\omega^2=8.34\times10^{-3}$. From $n^2=\varepsilon_b+\chi_T$, with $\varepsilon_b$ the permittivity of the undoped crystal, the local index change in this ideal model is close to $-8.34\times10^{-3}/(2\times3.48)=-1.20\times10^{-3}$. The nonlocal part is this number times $\delta$, or $-2.8\times10^{-9}$, for the thermal term alone; the interband $q^2$ term can be about ten times larger in magnitude. Empirical fits to measured silicon data give a local change of roughly $-0.9\times10^{-3}$ at this density, some 30 percent smaller than the ideal model.

Real devices break the model's other assumptions by much more than $\delta$. The following sizes are relative to the local response of the ideal model, except where stated.

- **Collisions.** A relaxation time $\tau$ that does not depend on energy multiplies the local response by $\omega/(\omega+i/\tau)$. A rough mobility of 270 cm$^2$/Vs gives $\tau=\mu m/e=39.7$ fs and $\omega\tau=48.2$. The in-phase part falls by $1/(1+\omega^2\tau^2)=430$ ppm, and an out-of-phase part of about 2 percent appears. These are rough sizes and not predictions: $\tau$ at optical frequency need not equal its dc value, and if $\tau$ grows strongly with energy, the same mobility can go with an in-phase change more than ten times larger.
- **Nonparabolicity.** For a band $\epsilon(1+\alpha\epsilon)=p^2/2m$, expansion gives $\epsilon\approx p^2/2m-\alpha p^4/4m^2$. For photon energies well below the separation to other bands, the local response is set by the mean curvature, one third of the Laplacian in $\mathbf p$. This is $\frac1m\left(1-\frac{5\alpha\langle p^2\rangle}{3m}\right)=\frac1m(1-5\alpha kT)$. With a rough $\alpha=0.5$ /eV the first-order reduction is 6.5 percent, and the full integral gives 6.0 percent. At 1550 nm this is only a rough size: the photon energy of 0.8 eV exceeds the separation of roughly 0.5 eV between silicon's two lowest conduction bands at the valley minimum, so transitions between them can change the magnitude and even the sign.
- **Walls.** In a layer of thickness $d=220$ nm, electrons strike a wall at a mean rate $\langle|v|\rangle/d$, with $v$ the velocity across the layer. If reflection is diffuse and each impact counts as a collision, the out-of-phase part is of order $\langle|v|\rangle/(\omega d)\approx400$ ppm. Specular reflection from flat (001) walls preserves the in-plane velocity in every valley and, for a field in the plane of the layer, removes this estimate. At walls tilted to the valley axes, only the in-plane momentum is preserved, and the in-plane velocity can change.

Nonparabolicity also makes the local response depend on temperature. The same low-frequency estimate gives about $-200$ ppm/K relative to the value at 300 K, with density, $m$ and $\alpha$ held fixed. At that rate a temperature change of 12 mK would alter the local response by as much as $\delta$; at 1550 nm the rate, like the reduction itself, can differ in size and sign. Holes, the spatial dispersion of the bound electrons and the carriers' interband $q^2$ terms are outside the estimate of $\delta$; the last are of order tens of ppm. For this example the local description is therefore adequate as far as carrier motion within the bulk is concerned, while scattering and band structure are much larger sources of error in a computed index change. The remaining values are in the numerical output.

## Calculated quantities

```
temperature: 300 K, wavelength: 1550 nm
refractive index: 3.48
transverse, longitudinal mass: 0.19, 0.92 m_e
electron density: 1.0e+18 cm^-3
mobility: 270 cm2/Vs
nonparabolicity: 0.50 /eV, slab: 220 nm
conductivity mass: 0.2583 m_e
thermal energy kT: 25.852 meV
rest-type energy m c^2: 132.00 keV
photon energy: 0.7999 eV
angular frequency: 1.2153e+15 rad/s
wave number q: 0.01411 nm^-1
thermal velocity sqrt(kT/m): 1.3267e+05 m/s
phase velocity c/n: 8.6147e+07 m/s
velocity ratio: 1.5400e-03
thermal path v/omega: 0.1092 nm
delta, conductivity mass: 2.372 ppm
same by momentum average: 2.372 ppm
longitudinal correction: 7.115 ppm
delta, [100], pol [010]: 2.065 ppm
delta, [110], pol [1-10]: 3.445 ppm
delta, [110], pol [001]: 2.065 ppm
delta at 350 K, same n and mass: 2.767 ppm
trajectory test, R-1 with bunching: 0.009989-0.002084j
trajectory test, kinetic R-1: 0.009989-0.002084j
trajectory test, leading term: 0.009705-0.001961j
trajectory test, |R-1| no bunching: 3.0e-09
local susceptibility size: 8.3422e-03
local index change: -1.1988e-03
nonlocal index change: -2.842e-09
band density of states N_c: 2.744e+19 cm^-3
degeneracy factor at 1e18 cm^-3: 1.0064
degeneracy factor at 1e20 cm^-3: 1.6052
recoil ratio r: 3.669e-05, r^2: 1.35e-09
log10 of exp(-1/(2 delta)): -9.156e+04
collision time: 39.66 fs, omega*tau: 48.19
collisions, in-phase change: -430.4 ppm
collisions, out-of-phase part: 20741 ppm
nonparabolic change: -6.04 percent
its temperature slope: -200.6 ppm/K
temperature change matching delta: 11.83 mK
diffuse walls, out-of-phase size: 396 ppm
```
